\section*{Piezoelectric stiffening of longitudinal sound in a freestanding insulating monolayer}

\section{The bulk law and the sheet}

\textbf{Q.} In a bulk piezoelectric the electric field stiffens a sound wave equally at every long wavelength. Why should a monolayer made of the same material behave differently?

\textbf{A.} Let us first see where the bulk law gets its constancy. I use atomic units, with Coulomb constant 1 and $\mathbf D=\mathbf E+4\pi\mathbf P$. A longitudinal wave $\mathbf u=\hat{\mathbf q}\,U e^{i\mathbf q\cdot\mathbf r}$ has strain $\eta_{ij}=\eta\,\hat q_i\hat q_j$ with $\eta=iqU$. Let the energy density at fixed field be
\begin{equation}
w=\tfrac12 C\eta^2-e_L\eta E-\tfrac12\chi E^2 ,\qquad e_L=\hat q_i e_{ijk}\hat q_j\hat q_k ,
\end{equation}
where $E$ is the field along $\hat{\mathbf q}$. Its derivatives give the stress $\partial w/\partial\eta=C\eta-e_LE$ and the polarization $P=-\partial w/\partial E=e_L\eta+\chi E$. Sound is slow compared with light, so $\mathbf E$ is a gradient and lies along $\hat{\mathbf q}$. An insulator has no free charge, so $\mathbf q\cdot\mathbf D=0$:
\begin{equation}
\epsilon_L E+4\pi e_L\eta=0,\qquad \epsilon_L=1+4\pi\chi=\hat{\mathbf q}\cdot\boldsymbol\epsilon\cdot\hat{\mathbf q}.
\end{equation}
Putting $E$ into the stress gives the stiffness $C+4\pi e_L^2/\epsilon_L$. It depends on the direction $\hat{\mathbf q}$, but $|q|$ has dropped out.

\textbf{Q.} Then write the same energy per area and you will get the same answer.

\textbf{A.} The constitutive law does carry over, but the relation between $P$ and $E$ does not. Let the sheet lie at $z=0$ in vacuum, with polarization per area $P$ along $\hat{\mathbf q}$. Its charge per area is $s=-iqP$. Poisson's equation gives the potential $4\pi s/(q^2+k_z^2)$ for each $k_z$, and in the plane
\begin{equation}
\phi=\int_{-\infty}^{\infty}\frac{dk_z}{2\pi}\,\frac{4\pi s}{q^2+k_z^2}
=\frac{4\pi s}{2\pi}\,\frac{\pi}{q}=\frac{2\pi s}{q}.
\end{equation}
Therefore
\begin{equation}
E=-iq\phi=-iq\,\frac{2\pi}{q}(-iqP)=-2\pi q\,P .
\label{field}
\end{equation}
In the bulk the corresponding relation is $E=-4\pi P$. In the sheet most of the field lines run through the vacuum, and a uniformly polarized infinite sheet has no field at all.

\textbf{Q.} The ions inside the cell also move. Which elastic and piezoelectric constants belong in the sheet law?

\textbf{A.} The relaxed ones. Let $w$ now be an internal displacement, with energy per area
\begin{equation}
\tfrac12C_0\eta^2+g\eta w+\tfrac12kw^2-zwE-e_0\eta E-\tfrac12\alpha_0E^2 .
\end{equation}
If sound is much slower than the optical vibration, $w$ sits at its minimum, $w=(zE-g\eta)/k$. Substitution adds $-(zE-g\eta)^2/2k$ to the other terms. Collecting powers gives
\begin{equation}
C=C_0-\frac{g^2}{k},\qquad e=e_0-\frac{zg}{k},\qquad \alpha=\alpha_0+\frac{z^2}{k}.
\end{equation}
Thus $C$ is the stiffness at zero field, $e$ the relaxed-ion coefficient, and $\alpha$ the static polarizability of electrons and lattice together.

\textbf{Q.} And the stiffening?

\textbf{A.} Insert $P=e\eta+\alpha E$ into (\ref{field}) and solve for $E$:
\begin{equation}
E(1+2\pi\alpha q)=-2\pi q\,e\eta
\;\Rightarrow\;
E=-\frac{2\pi q\,e\eta}{1+r_0q},\qquad r_0=2\pi\alpha .
\end{equation}
The stress $C\eta-eE$ becomes $(C+K)\eta$, with
\begin{equation}
K(q)=\frac{2\pi e^2q}{1+r_0q}.
\label{K}
\end{equation}
With mass per area $\rho$, the equation of motion is $-\rho\omega^2U=iq(C+K)(iqU)$, so $\rho\omega^2=(C+K)q^2$. For $r_0q\ll1$ and $K\ll C$ the phase velocity is
\begin{equation}
\frac{\omega}{q}\simeq\sqrt{\frac C\rho}\left(1+\frac{\pi e^2}{C}\,q\right).
\end{equation}
The stiffening vanishes linearly with $q$. In the opposite range, $r_0q\gg1$, the continuum formula tends to the constant $2\pi e^2/r_0=e^2/\alpha$: the sheet's own polarizability then limits the field, as it does in a bulk crystal.

\section{Direction and competing terms}

\textbf{Q.} You have dropped the direction dependence. Is it absent in two dimensions?

\textbf{A.} No. Take a sheet with a threefold axis, a horizontal mirror and a vertical mirror containing the bond direction $x$, as in monolayer MoS$_2$. Combine the components into $P_+=P_x+iP_y$ and $S=\eta_{xx}-\eta_{yy}+2i\eta_{xy}$. A rotation by $\varphi$ multiplies $P_+$ by $e^{i\varphi}$, $S$ by $e^{2i\varphi}$ and $S^*$ by $e^{-2i\varphi}$, and leaves $\eta_{xx}+\eta_{yy}$ unchanged. For $\varphi=120^\circ$ only $S^*$ acquires the same factor as $P_+$, because $e^{3i\varphi}=1$. Hence $P_+=e_{11}S^*$, and the mirror $y\to-y$ makes $e_{11}$ real:
\begin{equation}
P_x=e_{11}(\eta_{xx}-\eta_{yy}),\qquad P_y=-2e_{11}\eta_{xy}.
\end{equation}
For $\mathbf q$ at angle $\theta$ to the bond, a longitudinal strain has $S=\eta e^{2i\theta}$. The component of $\mathbf P$ along $\hat{\mathbf q}$ is
\begin{equation}
\mathrm{Re}\,(e^{-i\theta}P_+)=e_{11}\eta\,\mathrm{Re}\,e^{-3i\theta}=e_{11}\eta\cos3\theta ,
\end{equation}
with $\eta$ taken real by choice of phase. A transverse displacement turns $S$ into $i\eta e^{2i\theta}$, where $\eta$ is now the shear amplitude, and gives $-e_{11}\eta\sin3\theta$. The stiffness matrix for the two polarizations is therefore
\begin{equation}
\begin{pmatrix}C&0\\0&\mu\end{pmatrix}
+K\begin{pmatrix}\cos^23\theta&-\sin3\theta\cos3\theta\\-\sin3\theta\cos3\theta&\sin^23\theta\end{pmatrix},
\end{equation}
where $\mu$ is the shear modulus and $K$ is (\ref{K}) with $e=e_{11}$. The same symmetry makes $C$, $\mu$ and $\alpha$ isotropic at long wavelength. To first order in $K$,
\begin{equation}
C_L(q,\theta)=C+\frac{2\pi e_{11}^2\,q\cos^23\theta}{1+r_0q}.
\label{main}
\end{equation}
The off-diagonal element adds $K^2\sin^23\theta\cos^23\theta/(C-\mu)$, which is of order $q^2$. At $\theta=30^\circ$ the longitudinal wave has no piezoelectric term, and the transverse one takes all of it. Both the sheet and the bulk are thus direction dependent, and the difference between them lies in $|q|$.

\textbf{Q.} Ordinary lattice dispersion also changes the sound velocity. Could it contain a term linear in $q$ that hides yours?

\textbf{A.} Not in this harmonic insulator. Remove the macroscopic field, which is the Coulomb term with zero reciprocal-lattice vector. The remaining Coulomb terms contain $|\mathbf q+\mathbf G|$ with $\mathbf G\neq0$ and are smooth near $\mathbf q=0$, as are short-range forces. Fix the direction of $\mathbf q$ and eliminate the optical displacements. The acoustic matrix is then $q^2$ times a matrix that is smooth in $q$ along this direction, with eigenvalues $C$ and $\mu$ at $q=0$. These differ, so each eigenvalue is smooth along the direction too. Reversing $\mathbf q$ complex-conjugates the dynamical matrix and leaves its eigenvalues unchanged. Only even powers survive, and the correction to $C$ starts at $q^2$.

\textbf{Q.} That is an argument about smoothness. Has it been tried on a lattice?

\textbf{A.} Yes, on a honeycomb crystal with lattice constant 1, ions of charge $\pm1$ and masses 1 and 2, near and second-neighbour springs of stiffness 20 and 8, and the smeared Coulomb kernel $(2\pi/q)e^{-(0.2q)^2}$. Static energy differences gave $|e_{11}|=0.3155$, so $2\pi e_{11}^2=0.6256$. The vibration frequencies, computed with and without the macroscopic field, gave a linear coefficient of $0.6256$. The screening length was $0.4669$ from statics and $0.4672$ from the vibrations.

At $q=0.005$ and five directions, the stiffening divided by $2\pi e_{11}^2q$ differed from $\cos^23\theta$ by at most $0.0023$, the size of the expected correction $r_0q$. Without the field, the change in stiffness from $q=0.1$ to $0.2$ was $3.998$ times that from $0.05$ to $0.1$. A $q^2$ law gives $(0.04-0.01)/(0.01-0.0025)=4$, while a linear law gives 2.

\section{Recovering the bulk from monolayers}

\textbf{Q.} A layered bulk crystal is a pile of such sheets. If each has a vanishing stiffening, how can the pile have a constant one?

\textbf{A.} The number of layers that act together grows as $1/q$. Stack identical, equally oriented sheets at spacing $d$, and let only in-plane strain and in-plane field polarize them. Let $\mathbf q$ make an angle $\psi$ with the normal, so that $p=q\sin\psi$ lies in the plane and $k=q\cos\psi$ along the normal. Outside a sheet, Laplace's equation makes its field decay as $e^{-p|z|}$. The field in one layer is then $-2\pi pS_pP$, with
\begin{equation}
S_p=\sum_{n=-\infty}^{\infty}e^{-p|n|d}\cos(knd)=\frac{\sinh pd}{\cosh pd-\cos kd}
\;\to\;\frac{2p}{d(p^2+k^2)}=\frac{2\sin\psi}{qd}
\end{equation}
for $qd\ll1$. Hence $2\pi pS_p\to4\pi\sin^2\psi/d$, and $q$ has cancelled. The in-plane strain is $\eta\sin^2\psi$: one sine comes from the displacement and one from the gradient. The algebra that led to (\ref{K}), with $2\pi q$ replaced by $2\pi pS_p$ and $e$ by $e_{11}\cos3\theta\sin^2\psi$, gives per layer
\begin{equation}
K_{\rm stack}=\frac{4\pi e_{11}^2\sin^6\psi\cos^23\theta}{d\,(1+4\pi\alpha\sin^2\psi/d)} .
\end{equation}
Here $\theta$ is the in-plane angle of $\mathbf q$. Dividing by $d$ gives the bulk law with $e_L=(e_{11}/d)\sin^3\psi\cos3\theta$ and $\epsilon_L=1+4\pi\alpha\sin^2\psi/d$.

\textbf{Q.} What about a few layers?

\textbf{A.} For an in-plane wave and $N$ aligned layers with $qNd\ll1$, every exponential is close to one, so $S_p=N$ and
\begin{equation}
K_N=\frac{2\pi Ne_{11}^2q\cos^23\theta}{1+Nr_0q}
\end{equation}
per layer. A thin stack is again linear as $q\to0$, with a slope $N$ times larger. The stack converges fully to the bulk constant only when its thickness is much greater than $1/q$, so the limits $q\to0$ and $N\to\infty$ cannot be interchanged. If $r_0\gg d$, however, most of the constant appears earlier: $K_N$ levels off once $Nr_0q\gg1$, which can happen while the thickness $Nd$ is still below $1/q$.

\section{Size in a real channel material}

\textbf{Q.} How large is the effect in a material someone would use?

\textbf{A.} Take rough values in the regime of monolayer MoS$_2$: $C=800$ eV/nm$^2$, $\mu=300$ eV/nm$^2$, $e_{11}=2.2$ $e$/nm, $r_0=4$ nm and $\rho=1800$ u/nm$^2$. The Coulomb constant, 1 in the algebra, is now $1.440$ eV\,nm. The linear coefficient is
\begin{equation}
2\pi(1.440)(2.2)^2=43.8\ \text{eV/nm}.
\end{equation}
At $q=0.1$ nm$^{-1}$ and $\theta=0$,
\begin{equation}
K=\frac{43.8\times0.1}{1+4\times0.1}=3.13\ \text{eV/nm}^2 ,
\end{equation}
or $0.50$ N/m. This is $0.39\%$ of $C$ and raises the zero-field speed of $6.5$ km/s by $0.20\%$. Other wavevectors give:
\begin{center}
\begin{tabular}{ccc}
$q$ (nm$^{-1}$) & $K$ (eV/nm$^2$) & $K/C$ (\%)\\
0.01 & 0.42 & 0.05\\
0.03 & 1.17 & 0.15\\
0.1 & 3.13 & 0.39\\
0.3 & 5.97 & 0.75\\
1.0 & 8.76 & 1.09
\end{tabular}
\end{center}
These values are the field term alone. At $1.0$ nm$^{-1}$ ordinary lattice dispersion, estimated from a simple spring model, is of comparable size and lowers the stiffness. The linear law holds well below $1/r_0=0.25$ nm$^{-1}$. Used alone, it overestimates $K$ by the fraction $r_0q$, which is 4\% at $0.01$ nm$^{-1}$ and 40\% at $0.1$ nm$^{-1}$. An aligned stack with $d=0.6$ nm has $10.18$ eV/nm$^2$ per layer for an in-plane wave, at both $q=0.01$ and $0.1$ nm$^{-1}$. At $\psi=60^\circ$ the formula gives $5.60$ eV/nm$^2$, again at both wavevectors. This second number illustrates the constancy in $q$ for a displacement along $\mathbf q$ and layers that do not polarize along the normal. A real layered crystal is soft between its layers, so its sound wave at this tilt is not polarized along $\mathbf q$ and its stiffening differs. This needs layers of equal orientation, as in the 3R form of MoS$_2$. In the common 2H form neighbouring layers are reversed, the crystal has an inversion centre, and the constant is absent.

\textbf{Q.} A real sheet has thickness, and a real semiconductor has carriers.

\textbf{A.} Spread the polarization evenly over a thickness $t$. The kernel is then multiplied by the average of $e^{-q|z-z'|}$, which is $1-qt/3$ to first order, since the mean distance is $t/3$. For $t=0.3$ nm, $K$ at $0.1$ nm$^{-1}$ falls from $3.13$ to $3.11$ eV/nm$^2$.

Carriers matter more. For non-degenerate electrons of density $n$ in equilibrium, a small potential adds the charge $-n\phi/k_BT$. The bound charge is $-iqe\eta-\alpha q^2\phi$. Multiplying $\phi=2\pi s/q$ by $q$ and collecting the terms in $\phi$,
\begin{equation}
\phi\,(q+r_0q^2+q_s)=-2\pi iq\,e\eta,\qquad q_s=\frac{2\pi n}{k_BT},
\end{equation}
and $E=-iq\phi$ gives
\begin{equation}
K=\frac{2\pi e^2q^2}{q+r_0q^2+q_s}.
\end{equation}
In this equilibrium formula the stiffening is quadratic well below $q_s$. At 300 K, $n=10^{10}$ cm$^{-2}$ gives $q_s=0.035$ nm$^{-1}$ and lowers $K$ at $0.1$ nm$^{-1}$ to $2.50$ eV/nm$^2$, provided that the carriers equilibrate within a sound period. With diffusion constant $D$ they equilibrate at the rate $Dq^2$, while $\omega=vq$ with $v$ the sound speed, so the condition is $q\gg v/D$ and it fails as $q\to0$. Drift and diffusion replace $q_s$ by $q_s/(1-iv/Dq)$. For $q\ll v/D$ this gives $K\to2\pi e^2q/(1+iq_sD/v)$: the real part is again linear, with its slope reduced by $1/[1+(q_sD/v)^2]$, and the imaginary part damps the wave. A mobility of 50 cm$^2$/Vs gives $v/D\approx0.05$ nm$^{-1}$. At $10^{10}$ cm$^{-2}$ about two thirds of the slope then survives, and the real part of $K$ at $0.1$ nm$^{-1}$ is $2.59$ eV/nm$^2$ ($3.01$ for 10 cm$^2$/Vs).

\textbf{Q.} A warm membrane also ripples. Is that negligible?

\textbf{A.} Not for a static strain. Let the sheet have bending rigidity $\kappa$ and isotropic tension $\sigma$. A static strain $\eta$ along $x$ changes the tension felt by a ripple at angle $\varphi$ by $\eta f$, with $f=\lambda+2\mu\cos^2\varphi$ and $\lambda=C-2\mu$. The classical free energy per area of independent ripples is, up to a constant,
\begin{equation}
F=\frac{k_BT}{2}\int\frac{k\,dk\,d\varphi}{(2\pi)^2}\ln\!\left[\kappa k^4+k^2(\sigma+\eta f)\right].
\end{equation}
Differentiate twice at $\eta=0$, and use $\int_0^\infty k\,dk/(\kappa k^2+\sigma)^2=1/(2\kappa\sigma)$ and the angular average $\langle f^2\rangle=\lambda^2+2\lambda\mu+\tfrac32\mu^2$:
\begin{equation}
\delta C=-\frac{k_BT}{8\pi\kappa\sigma}\left(\lambda^2+2\lambda\mu+\tfrac32\mu^2\right).
\end{equation}
For $\kappa=10$ eV, $\sigma=1$ eV/nm$^2$ and 300 K this is $-30$ eV/nm$^2$, about ten times $K$ at $0.1$ nm$^{-1}$ and of opposite sign. It is a static, isothermal, long-wave estimate. The sound quantum at $0.1$ nm$^{-1}$ is $0.43$ meV, while a ripple at $\sqrt{\sigma/\kappa}=0.32$ nm$^{-1}$ has $0.07$ meV and cannot follow adiabatically. The figure therefore applies to a static strain. The ripple shift of a sound wave needs a dynamical calculation. To leading order, with undamped classical ripples, it is about $-1.3$ eV/nm$^2$ at $0.1$ nm$^{-1}$ and about $-15$ eV/nm$^2$ at $0.01$ nm$^{-1}$. It comes with a damping part of 4 to 5 eV/nm$^2$, larger than $K$ at both wavevectors, so ripples are not negligible for the wave either.

\textbf{Q.} Then what could be recognized as piezoelectric?

\textbf{A.} The difference between $\theta=0$ and $30^\circ$ at fixed $q$, temperature and tension. The ripple term above is isotropic, whereas (\ref{main}) goes from $K$ to zero. Ordinary lattice dispersion can also depend on direction, but only from order $q^2$ in the stiffness, so the comparison should be made at small $q$, where the linear term dominates the difference. If the tension differs between directions, a single pair of angles no longer separates the two terms, and as $\sigma\to0$ the leading-order ripple estimate diverges, so the harmonic description itself needs revision.

\textbf{Q.} Does a transistor channel meet your conditions?

\textbf{A.} Usually not. The parameters are of the right order for MoS$_2$, but the result belongs to a suspended, undoped, taut sheet. A conducting channel may hold $10^{12}$ cm$^{-2}$ or more. Scaling $q_s$ a hundredfold to $3.5$ nm$^{-1}$, the static formula leaves $43.8\times0.01/(0.14+3.5)\approx0.12$ eV/nm$^2$ at $q=0.1$ nm$^{-1}$, about 4\% of the insulating value. This is the field term alone. Strain also shifts the band edge, and with a deformation potential of a few eV the carriers' response to that shift can be as large and of opposite sign. A thick dielectric $\epsilon_s$ on one side also weakens the field. Gauss's law at the sheet becomes $(1+\epsilon_s)q\phi=4\pi s$, which replaces the 1 in $1+r_0q$ by $(1+\epsilon_s)/2$. For $\epsilon_s=4$ the denominator at $0.1$ nm$^{-1}$ rises from $1.4$ to $2.9$, and $K$ is roughly halved. As far as the field is concerned, the linear law survives a dielectric much thicker than $1/q$, with a smaller slope. A sheet that adheres to the dielectric is also bound to its motion, however, and at small $q$ it no longer carries the sound wave of a free sheet. Even for a free sheet, mobile carriers cut the linear slope at $q\ll v/D$ by the factor $1/[1+(q_sD/v)^2]$, about $2\times10^{-4}$ at $10^{12}$ cm$^{-2}$ and 50 cm$^2$/Vs. The linear law also does not survive a metal gate at a distance $h$ with $qh\ll1$: the image charges then cancel the long-range field, and the stiffening becomes quadratic in $q$. The remaining estimates are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
HONEYCOMB TEST CRYSTAL (lattice constant 1, Coulomb constant 1)
stiffness C: static 27.5644, phonon 27.5642
piezoelectric coefficient |e11|: 0.31554
linear coefficient: static 0.62561, phonon 0.62561
screening length r0: static 0.4669, phonon 0.4672
largest deviation from cos^2(3 theta): 0.00231
zero-field dispersion ratio (4 means q^2): 3.998
EXAMPLE INPUTS (rough, regime of monolayer MoS2)
C = 800 eV/nm^2, shear modulus = 300 eV/nm^2
e11 = 2.2 e/nm, r0 = 4.0 nm, spacing = 0.6 nm
mass density = 1800 u/nm^2, lattice constant = 0.32 nm
bending rigidity = 10 eV, tension = 1.0 eV/nm^2
temperature = 300 K, kT = 0.02585 eV
Coulomb constant e^2/(4 pi eps0) = 1.43996 eV nm
MONOLAYER, theta = 0
C = 128.2 N/m, zero-field speed = 6.548 km/s
linear coefficient 2 pi e11^2 = 43.79 eV/nm
piezoelectric length 2 pi e11^2/C = 0.0547 nm
crossover wavevector 1/r0 = 0.250 1/nm
large-q plateau e11^2/alpha = 10.95 eV/nm^2
q = 0.01 1/nm: stiffening 0.421 eV/nm^2, 0.0526 % of C, speed shift 0.0263 %
q = 0.03 1/nm: stiffening 1.173 eV/nm^2, 0.1466 % of C, speed shift 0.0733 %
q = 0.10 1/nm: stiffening 3.128 eV/nm^2, 0.3910 % of C, speed shift 0.1953 %
q = 0.30 1/nm: stiffening 5.971 eV/nm^2, 0.7464 % of C, speed shift 0.3725 %
q = 1.00 1/nm: stiffening 8.758 eV/nm^2, 1.0948 % of C, speed shift 0.5459 %
stiffening at q = 0.1 1/nm: 0.501 N/m
ALIGNED BULK STACK, stiffening per layer
q at 90 deg from normal: 10.184 (q = 0.01 1/nm), 10.184 (q = 0.1 1/nm), formula 10.184 eV/nm^2
q at 60 deg from normal: 5.598 (q = 0.01 1/nm), 5.598 (q = 0.1 1/nm), formula 5.598 eV/nm^2
in-plane bulk stiffening: 1.273 % of C
NEGLECTED EFFECTS at q = 0.1 1/nm
LA-TA mixing at 15 deg: 0.00489 eV/nm^2
thickness 0.3 nm: stiffening 3.106 eV/nm^2
carriers 1e+10 cm^-2: screening wavevector 0.0350 1/nm, stiffening 2.502 eV/nm^2
lattice dispersion, chain estimate: -0.0683 eV/nm^2
static ripple softening: -30.34 eV/nm^2, -3.79 % of C
ripple wavevector sqrt(tension/rigidity) = 0.316 1/nm
quantum energies: sound 0.431 meV, ripple 0.0682 meV
optical-phonon lag (sound/48 meV)^2 = 8.1e-05
retardation (speed/c)^2 = 4.8e-10
field amplitude at strain 0.001: 0.0142 MV/cm
\end{verbatim}
